# Domain J-Integral for Cracks in Layered, Thermally Strained Low-k Dielectrics

A crack enters the porous dielectric of a chip from the diced edge and runs toward a copper line. The package pulls on the stack, the layers have contracted by different amounts since cure, and the line may be warm. Whether the crack advances depends on the energy released per unit new area. The elastic stresses diverge at the tip, where a finite-element solution is least accurate, so this energy is best taken from a surrounding region. That region may contain interfaces and temperature gradients, and the question is which terms they add.

## Setting and sign conventions

The crack lies along $x_1$, with its tip at $x_1=a$, $x_2=0$, and advances toward larger $x_1$. Its faces are flat and traction-free. Strains are small, the material is linear elastic and there is no body force. The out-of-plane strain $\varepsilon_{33}=e_0$ is uniform. For a film stack on a thick wafer, $e_0$ is the wafer's free contraction; setting it to zero would impose an artificial stress on cooling.

With expansion coefficient $\alpha$ and temperature change $\Delta T$, the free thermal strain is $e_{th}=\alpha\Delta T$. The elastic energy density is

$$W=\tfrac12 C_{ijkl}\,e_{ij}e_{kl},\qquad e_{ij}=\varepsilon_{ij}-e_{th}\delta_{ij},\qquad \sigma_{ij}=C_{ijkl}e_{kl}.$$

It contains the mechanical strain $e_{ij}$, including $e_{33}$, so a freely expanding body stores no energy. A comma denotes a derivative. Define

$$P_{1j}=W\delta_{1j}-\sigma_{ij}u_{i,1},\qquad J=\lim_{\Gamma\to0}\int_\Gamma P_{1j}n_j\,ds,$$

where $\Gamma$ runs around the tip from one face to the other and $n$ points away from the tip.

## From contour to domain

Differentiate $W$, separating the change of strain from the explicit change of moduli with position:

$$W_{,1}=\sigma_{ij}\varepsilon_{ij,1}-\sigma_{kk}e_{th,1}+W_{,1}|_{exp}.$$

The trace includes $\sigma_{33}$. Since $\varepsilon_{33,1}=0$ and $\sigma$ is symmetric, $\sigma_{ij}\varepsilon_{ij,1}=\sigma_{ij}u_{i,1j}$. Equilibrium, $\sigma_{ij,j}=0$, then gives

$$P_{1j,j}=W_{,1}-\sigma_{ij,j}u_{i,1}-\sigma_{ij}u_{i,1j}=W_{,1}|_{exp}-\sigma_{kk}e_{th,1}.$$

Choose a smooth $q$ with $q=1$ at the tip and $q=0$ on the outer boundary of a region $A$. Apply the divergence theorem to $P_{1j}q$ in $A$, with $\Gamma$ cut out:

- The outer boundary gives zero because $q=0$.
- A crack face has normal $(0,\pm1)$, so its flux is $\mp\sigma_{i2}u_{i,1}q=0$.
- On $\Gamma$ the normal out of $A$ is $-n$, which gives $-J$. Replacing $q$ by 1 is harmless: $P\sim1/r$, the contour length is of order $r$, and $q-1$ vanishes.

Hence $-J=\int_A(P_{1j}q_{,j}+qP_{1j,j})\,dA$, or

$$J=\int_A(\sigma_{ij}u_{i,1}-W\delta_{1j})q_{,j}\,dA+\int_A q\left(\sigma_{kk}e_{th,1}-W_{,1}|_{exp}\right)dA.\tag{1}$$

The thermal integral converges at the tip, since $\sigma\sim r^{-1/2}$ and $dA\sim r\,dr$. With constant moduli in each material the explicit term vanishes away from interfaces. The first, bare integral suffices if neither material nor temperature varies along $x_1$ inside $A$. A homogeneous body with a temperature gradient along the crack generally needs the second integral too.

## Interfaces

Let a bonded interface $S$ divide $A$, with normal $m$ from side $-$ to side $+$, and let $[[f]]=f^+-f^-$. Applying the theorem on each side leaves $\int_S q(P^-_{1j}-P^+_{1j})m_j\,ds$ on the boundary side of the balance. Solving for $J$ adds

$$J_S=-\int_S q\,[[P_{1j}]]m_j\,ds.$$

For an interface parallel to the crack, $m=(0,1)$ and $P_{12}=-\sigma_{i2}u_{i,1}$. Traction is continuous by equilibrium, and $u_{i,1}$ is continuous because it is the tangential derivative of a continuous displacement. The term vanishes, even if moduli and expansion coefficients jump.

For a wall normal to the crack, $m=(1,0)$. With the continuous traction $t_i=\sigma_{i1}$,

$$J_S=\int_S q\left(t_i[[u_{i,1}]]-[[W]]\right)dx_2.\tag{2}$$

A long clamped strip shows what this term does. Let its top and bottom have prescribed displacements independent of $x_1$. Far from the tip, and on the clamps, $u_{i,1}=0$. A contour through the far sections therefore gives

$$J=\int W_{ahead}\,dx_2-\int W_{behind}\,dx_2.$$

Now replace the material beyond a distant wall, changing the far energy density from $W_A$ to $W_B$. A contour beyond the wall collects $\int W_B\,dx_2$, although the tip still sees $W_A$. Consistency requires the wall to contribute $\int(W_A-W_B)\,dx_2$, which is negative if the far material stores more energy.

## Why this is the energy release rate

Let $\Pi$ be the strain energy minus the work of the dead loads, per unit thickness. Shift each point by $\eta q$ along $x_1$, which advances the tip by $\eta$, and carry the displacement with the points. Loads and supports lie where $q=0$. Because $\Pi$ is stationary at equilibrium, readjustment of the displacement does not alter it to first order in $\eta$. To that order,

$$u_{i,j}\to u_{i,j}-\eta u_{i,1}q_{,j},\qquad dA\to(1+\eta q_{,1})dA.$$

Temperature and moduli stay fixed in space, so a shifted point meets new values of both. Collecting the changes,

$$\frac{d\Pi}{da}=\int_A\left[Wq_{,1}-\sigma_{ij}u_{i,1}q_{,j}+q\left(W_{,1}|_{exp}-\sigma_{kk}e_{th,1}\right)\right]dA=-J.$$

A sharp wall is the limit of a thin graded layer. Across it the last bracket equals $P_{1j,j}$ and integrates to $[[P_{11}]]$, which reproduces (2). The derivative is thus taken with walls and temperature fixed. If crack growth changes the heat flow, $J$ does not include the resulting change of temperature.

In a uniform tip region $J$ also follows from stress intensities. Write $E'=E/(1-\nu^2)$. The standard near-tip solution has $\sigma_{22}=K_I/\sqrt{2\pi r}$ ahead and an opening $(8K_I/E')\sqrt{r/2\pi}$ behind. The work to close a length $\Delta$, per unit length, is

$$\frac1{2\Delta}\int_0^\Delta\frac{K_I}{\sqrt{2\pi x}}\,\frac{8K_I}{E'}\sqrt{\frac{\Delta-x}{2\pi}}\,dx=\frac{2K_I^2}{\pi E'\Delta}\,\frac{\pi\Delta}{2}=\frac{K_I^2}{E'}.$$

The sliding mode has the same form, with shear stress and the jump of $u_1$. Hence $J=(K_I^2+K_{II}^2)/E'$.

## Discrete scheme

Use nine-node rectangles, with element edges on all interfaces and duplicate nodes on the crack faces. Grade the mesh toward the tip and the walls. For strains ordered $(11,22,33,2\times12)$, let $h=(1,1,1,0)^T$ and $z=(0,0,1,0)^T$. Then $\sigma=C(Bu+e_0z-e_{th}h)$, and equilibrium $\int B^T\sigma\,dA=F$ becomes

$$\int B^TCB\,dA\;u=F+\int B^TC(e_{th}h-e_0z)\,dA.$$

Set $q$ at the nodes to $b((x_1-a)/l_1)\,b(x_2/l_2)$, with $b(s)=\cos^2(\pi s/2)$ for $|s|<1$ and zero otherwise. Interpolate it with the element shape functions, so that $q$ and its gradient are consistent.

```
assemble K and loads; factor K; solve for u
set nodal q; J = 0
for each element and Gauss point (weight w):
    get grad u, stress s, W, q, grad q
    J += w*(s_ij*u_i,1*q,j - W*q,1)
    J += w*q*(s11+s22+s33)*alpha*T,1
for each wall edge and Gauss point (weight w):
    get u_i,1, s, W from left and right elements
    t = mean of the two tractions
    J += w*q*(t_i*(uR_i,1-uL_i,1) - (WR-WL))
repeat with other domains; compare J
```

The loop assumes constant moduli and a constant expansion coefficient within each material. If the coefficient varies, replace $\alpha T_{,1}$ by the full $e_{th,1}$, which also contains $\alpha_{,1}\Delta T$. If the moduli vary, subtract $w\,q\,W_{,1}|_{exp}$ as well.

**Cost.** The solve dominates. Each further domain needs one pass over the elements and no new solution, whereas a centred energy difference needs two more solutions. The example has 2160 elements and 17,710 displacement components.

**Stability.** The discrete solution also makes the discrete energy stationary, so the virtual-shift argument applies to the area sums with nodal $q$. They inherit the discretization error of the energy rather than that of the tip stress. The wall sum lacks this protection, because it uses one-sided strains at element edges.

## Tests in a uniform body

Fill the whole geometry of the next section with low-k material and apply 50 MPa of peel stress. Without a thermal gradient, the bare integral is 4.3587 J/m² in all three domains, with a relative spread of 0.001 %.

Now warm the line region by an exaggerated 1000 K. In the widest domain the bare integral is 4.5656 J/m² and the thermal term 0.7289 J/m². Their sum, 5.2945 J/m², agrees to the printed digits with $-d\Pi/da$ from total energies at crack lengths of 990 and 1010 nm. Without the thermal term the result is 13.8 % below that derivative. Homogeneity alone does not ensure path independence.

## Example: a crack facing a copper line

Lengths in nm and stresses in GPa give $J$ directly in J/m², since 1 GPa nm = 1 J/m². The material data are rough typical values:

| Material | $E$ (GPa) | $\nu$ | $\alpha$ (ppm/K) |
|---|---|---|---|
| silicon | 160 | 0.22 | 3.0 |
| low-k | 8 | 0.25 | 12.0 |
| oxide | 70 | 0.17 | 0.6 |
| copper | 120 | 0.34 | 17.0 |

The low-k layer occupies $|x_2|<300$ nm, with silicon below to $-2000$ nm and oxide above to 900 nm. The die edge is at $x_1=0$ and the crack is 1000 nm long. Copper fills $1300<x_1<1800$ nm from $x_2=-200$ to 300 nm. The right boundary, at 4000 nm, has no horizontal displacement; the bottom has no vertical displacement. A uniform peel stress of 100 MPa acts on top.

The stack has cooled by 325 K. The line adds a warming of 40 K, which decays sideways as $\exp(-d/500\ \mathrm{nm})$, with $d$ the horizontal distance from the line. Vertically it rises linearly from zero at $x_2=-300$ nm to its full value at $-200$ nm. This is a prescribed profile, not a solution of the heat equation.

The half-widths and half-heights of the domains are 250 × 180 nm (small), 280 × 800 nm (tall) and 900 × 800 nm (wide). The small one stays in the low-k, the tall one crosses the horizontal interfaces, and the wide one also crosses both copper walls. In J/m²:

| Domain | bare | thermal | wall | $J$ |
|---|---|---|---|---|
| small | 2.072 | 0.009 | 0 | 2.082 |
| tall | 2.056 | 0.026 | 0 | 2.082 |
| wide | 4.064 | 0.052 | −2.057 | 2.059 |

The energy derivative is 2.081 J/m². The small and tall domains agree with it to 0.04 %, which confirms that the horizontal interfaces need no term. In the wide domain, omitting the wall term would leave $4.064+0.052=4.116$ J/m², almost twice the correct value. Including it leaves an error of 1.0 % relative to the energy derivative. The wall term is as large as $J$, so an error of about 1 % in it would account for the discrepancy. Splitting the sum by nodes places nearly all of the net error near the two copper corners facing the crack; its sign and its share between them depend on the mesh. There the stresses are singular and the one-sided traces inaccurate. The small domain is the one to report; on a coarser mesh it gives 2.080 J/m².

The face displacements, extrapolated to the tip, give $K_I=0.12$ and $K_{II}=-0.047$ MPa√m. With $E'=8/(1-0.25^2)=8.53$ GPa, the unrounded values yield $J=2.06$ J/m², 1.1 % below the small-domain value. The rounded ones give 1.95 J/m², because $K_I$ is shown to only two digits. The tip is loaded mainly in opening, with appreciable shear.

Peel stress alone would give 2.67 J/m². In this geometry the combined cooling and line warming therefore lower the driving force. Yet cooling is not protective in general: stress intensities from different loads add with sign, and $J$ is quadratic in them. Which layer's contraction causes the reduction here was not isolated.

## Real stacks and neglected effects

The moduli, expansion coefficients and submicrometre dimensions are in the range of real organosilicate interconnects. The uniform peel stress and the long initial crack are chosen for illustration and do not represent typical measurements. Against a rough toughness of 3 J/m², $J$ is 0.69 of the fast-fracture threshold for straight advance. The shear at the tip favours a kink, however. Resolving the near-tip stresses on a short branch about 35° off the crack line gives roughly 20 % more released energy, or about 0.84 of the threshold. Even the remainder is no safety margin, since such glasses can crack slowly in moist air below the threshold. The effect of intrinsic film tension depends on how it is entered. A blanket stress of 50 MPa in the low-k fixes only the in-plane shrinkage. Entered as a larger expansion coefficient, it also shrinks the film thickness by about 0.5 % against the copper line, which props the crack open. $J$ then rises by 23 %, to about 2.6 J/m², and with a kink the released energy reaches about 0.97 of the threshold; the line warming weakens this shrinkage locally by up to 12 %. Entered as in-plane shrinkage alone, the same 50 MPa raises $J$ by only 3 %, and the kinked value stays near 0.83. Which figure applies depends on how much thickness change occurs after the line is in place. A film cured before the trench is filled has already thinned, so the film stress alone does not determine the change in $J$.

Other changes, each made with the remaining settings fixed, are below 10 %:

- Copper yielding: +2.6 %. The mean von Mises stress of 440 MPa exceeds a rough yield stress of 300 MPa. This estimate reduces the shear modulus once by their ratio, which leaves the mean stress above yield. Repeating the reduction until the two agree gives a little over +4 %.
- Silicon modulus of 130 instead of 160 GPa, the low end of its directional range: +1.6 %. This overstates the effect of anisotropy: the cubic moduli of a (001) wafer with ⟨110⟩ edges change $J$ by only about 0.1 %.
- Use at a temperature 80 K lower: −7.7 %.
- A model twice as wide, with the same peel stress along its top, and a substrate twice as deep: +2.9 %. Further enlargement brings the change to +3.1 %, where it settles. This exceeds the mesh error, so within linear theory $J$ is better quoted as about 2.1 J/m².

For a rough strength of 500 MPa, the process-zone estimate $K_I^2/(2\pi\sigma_c^2)$ is 10 nm. This is small beside the 300 nm to the nearest interface, which supports linear fracture mechanics. The crack opens by 39 nm at the die edge, a mean angle of 0.04 rad. Allowing for finite rotations, with the peel load fixed in direction, lowers the energy release rate by about 5 %. Barrier layers and liners are also absent.

## Failure modes

- **Domain touching a free edge.** At the die edge the outward normal is $(-1,0)$ and the traction is zero, so the boundary flux is $-Wq$. Unless $q=0$ there, this flux enters the result. The same care applies to loaded boundaries.
- **Total strain in $W$.** Free expansion then appears to store energy, and the derivation of (1) no longer holds.
- **Tip on a wall.** If stress varies as $r^{\lambda-1}$, the flux through a small contour scales as $r^{2\lambda-1}$. For $\lambda\ne1/2$ it tends to zero or diverges, so $J$ stops being a useful criterion.
- **Closed faces.** Contact introduces face tractions, and friction dissipates energy. Here the computed opening is positive at all face nodes.
- **Plastic unloading.** Stress is then no longer the derivative of a single energy function, and path independence is lost.
- **Agreement between similar domains.** Two domains that omit the same source can agree. Compare domains that enclose different interfaces, and check one value against an energy difference.

The numerical output lists the finite-element values, except those for the kink, in-plane-only tension, repeated yielding reduction, cubic silicon, further model enlargement, finite rotations and the split by nodes.

## Values computed for the example and the checks

```
INPUT (rough typical values)
silicon: E = 160 GPa, nu = 0.22, alpha = 3.0 ppm/K
lowk: E = 8 GPa, nu = 0.25, alpha = 12.0 ppm/K
oxide: E = 70 GPa, nu = 0.17, alpha = 0.6 ppm/K
copper: E = 120 GPa, nu = 0.34, alpha = 17.0 ppm/K
crack length 1000 nm; copper line from 1300 to 1800 nm
low-k half thickness 300 nm; line bottom y = -200 nm
top of stack y = 900 nm; peel stress 100 MPa
cooling -325 K; line warming 40 K; decay length 500 nm
mesh: 2160 elements, 17710 displacement components
smallest element at tip: 1.36 nm
domain small: half width 250 nm, half height 180 nm
domain tall: half width 280 nm, half height 800 nm
domain wide: half width 900 nm, half height 800 nm
TEST: uniform low-k body, peel 50 MPa, no thermal gradient
bare J, small domain: 4.3587 J/m2
bare J, tall domain: 4.3587 J/m2
bare J, wide domain: 4.3587 J/m2
relative spread: 0.001 %
TEST: same body, exaggerated line warming 1000 K, wide domain
bare 4.5656, thermal term 0.7289 J/m2
sum 5.2945, energy derivative 5.2945 J/m2
error with term 0.000 %, bare 13.77 %
EXAMPLE: layered stack (J/m2)
small: bare 2.0723, thermal 0.0093, wall 0.0000, J 2.0816
tall: bare 2.0556, thermal 0.0260, wall 0.0000, J 2.0816
wide: bare 4.0644, thermal 0.0515, wall -2.0569, J 2.0591
energy derivative -dPi/da: 2.0809 J/m2
J on coarser mesh, small domain: 2.0803 J/m2
K_I = 0.12 MPa sqrt(m)/1, K_II = -0.0468 MPa sqrt(m)
J from K_I and K_II: 2.0579 J/m2
crack opening at die edge: 39.49 nm
J with peel stress alone: 2.6716 J/m2
J / rough toughness of 3 J/m2: 0.69
NEGLECTED EFFECTS (change of J)
mean von Mises stress in copper 440 MPa, rough yield 300 MPa
copper yielding, secant shear modulus: +2.57 %
silicon modulus 130 instead of 160 GPa: +1.60 %
intrinsic low-k tension 50 MPa: +23.05 %
use at 80 K lower temperature: -7.69 %
model twice as wide, substrate twice as deep: +2.89 %
process zone for rough strength 500 MPa: 9.8 nm
mean opening angle of the faces: 0.0395 rad
```
